**Driven hopping network: master equation against kinetic Monte Carlo**

The program solves for the stationary distribution $p$ of one carrier on a periodic 512-site network with Miller–Abrahams rates $W_{ij}$, and obtains the drift velocity $v=\sum_{ij}p_iW_{ij}d_{ij}$, where $d_{ij}$ is the unwrapped hop displacement along the force $f$. At zero force it asserts that $p$ is the Boltzmann distribution and that every link is balanced; it also asserts that a 12-nearest-neighbour list with one-way links produces a false current. At 0.010 eV/angstrom it asserts agreement with a dense null vector, the cycle rule for rate ratios, equal flux through five planes, and equality of dissipation and work. The small-force slope of $v$ is asserted to equal $D/T$, with $D$ the diffusion constant from a separate zero-force equation and $T$ the thermal energy. Velocities and mean site energies from kinetic Monte Carlo are asserted to lie within four standard errors of the master equation at four forces; the printed velocity deviations are at most 1.25 standard errors. The output gives $v=6.04\times10^{10}$ angstrom/s at 0.010 eV/angstrom, or $9.7\times10^{-6}$ A/cm² at the chosen carrier density. Eight other disorder samples have a standard deviation of about 20% of their mean velocity, far above the Monte Carlo error for a single network.

## Numerical verification

```python
# Result under test: a carrier hopping on a periodic network with rates
#   W_ij = nu exp(-2 r_ij/a) exp(-max(E_j - E_i - f d_ij, 0)/T)
# has a stationary distribution p (Boltzmann with balanced links at f = 0)
# and drift velocity v = sum_ij p_i W_ij d_ij, as found by kinetic Monte Carlo.
# E: site energy (eV), r: hop distance, d: hop displacement along x (angstrom),
# f: force on the carrier along +x (eV/angstrom), T: thermal energy (eV),
# a: decay length of the localized state (angstrom), nu: attempt rate (1/s).
import numpy as np
from scipy import constants
from scipy.linalg import eig
from scipy.sparse import csc_matrix, diags
from scipy.sparse.csgraph import connected_components
from scipy.sparse.linalg import spsolve

SIDE, SPACING, JITTER = 8, 10.0, 1.0
N, L = SIDE**3, SIDE * SPACING
SIGMA, DECAY, NU, KELVIN = 0.08, 3.0, 1.0e13, 400.0
CUTOFF, WIDE_CUTOFF = 19.0, 26.0
T = constants.k * KELVIN / constants.e
DENSITY = 1.0e-13  # carriers per cubic angstrom


def make_sample(seed):
    rng = np.random.default_rng(seed)
    axis = np.arange(SIDE) * SPACING
    grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), axis=-1)
    pos = grid.reshape(N, 3) + rng.uniform(-JITTER, JITTER, (N, 3))
    return pos, rng.normal(0.0, SIGMA, N)


def make_links(pos, cutoff):
    """Directed links, sorted by source; both directions always present."""
    delta = pos[None, :, :] - pos[:, None, :]
    delta -= L * np.round(delta / L)
    dist = np.sqrt((delta**2).sum(axis=2))
    src, dst = np.nonzero((dist < cutoff) & (dist > 0.0))
    return src, dst, delta[src, dst, 0], dist[src, dst]


def hop_rates(energy, links, force):
    src, dst, dx, dist = links
    cost = energy[dst] - energy[src] - force * dx
    return NU * np.exp(-2.0 * dist / DECAY - np.maximum(cost, 0.0) / T)


def generator(src, dst, w):
    escape = np.bincount(src, w, minlength=N)
    return (csc_matrix((w, (dst, src)), shape=(N, N)) - diags(escape)).tocsc()


def stationary(src, dst, w, ref):
    gen = generator(src, dst, w)
    keep = np.delete(np.arange(N), ref)
    rows = gen[keep, :]
    p = np.ones(N)
    p[keep] = spsolve(rows[:, keep].tocsc(), -rows[:, [ref]].toarray().ravel())
    return p / p.sum()


def solve(energy, links, force):
    src, dst, dx, _ = links
    w = hop_rates(energy, links, force)
    p = stationary(src, dst, w, int(np.argmin(energy)))
    return w, p, np.sum(p[src] * w * dx)


def ratio_estimate(num, den):
    value = num.sum() / den.sum()
    m = len(num)
    spread = np.sqrt(m / (m - 1.0) * np.sum((num - value * den) ** 2))
    return value, spread / den.sum()


def monte_carlo(energy, links, w, seed, walkers, burn, hops):
    src, dst, dx, _ = links
    rng = np.random.default_rng(seed)
    escape = np.bincount(src, w, minlength=N)
    table = np.cumsum(w / escape[src])
    last = np.flatnonzero(np.append(src[1:] != src[:-1], True))
    table[last] = np.arange(1, N + 1)  # each site owns one unit interval
    site = rng.integers(N, size=walkers)
    time, shift, weighted = np.zeros((3, walkers))
    for step in range(burn + hops):
        dwell = rng.exponential(size=walkers) / escape[site]
        link = np.searchsorted(table, site + rng.random(walkers), side="right")
        if step >= burn:
            time += dwell
            shift += dx[link]
            weighted += dwell * energy[site]
        site = dst[link]
    return ratio_estimate(shift, time), ratio_estimate(weighted, time)


pos, energy = make_sample(11)
links = make_links(pos, CUTOFF)
src, dst, dx, dist = links
print(f"sites {N}, cell length {L:.0f} angstrom, jitter +-{JITTER:.1f} angstrom")
print(f"disorder {SIGMA:.2f} eV, decay length {DECAY:.1f} angstrom")
print(f"attempt rate {NU:.1e} 1/s, temperature {KELVIN:.0f} K")
print(f"thermal energy {T:.5f} eV, link cutoff {CUTOFF:.0f} angstrom")
print(f"directed links {len(src)}, mean per site {len(src)/N:.2f}")
print(f"lowest, highest site energy {energy.min():.4f}, {energy.max():.4f} eV")

# Zero force: Boltzmann distribution and balance of each link
w0, p0, v0 = solve(energy, links, 0.0)
graph = csc_matrix((w0, (src, dst)), shape=(N, N))
assert connected_components(graph, connection="strong")[0] == 1
boltz = np.exp(-(energy - energy.min()) / T)
boltz /= boltz.sum()
boltz_error = np.max(np.abs(p0 / boltz - 1.0))


def imbalance(p, w):
    forward = p[src] * w
    flow = csc_matrix((forward, (src, dst)), shape=(N, N))
    back = np.asarray(flow[dst, src]).ravel()
    return forward, back, np.max(np.abs(forward - back) / (forward + back))


balance_error = imbalance(p0, w0)[2]
hop_speed = np.sum(p0[src] * w0 * np.abs(dx))
assert boltz_error < 1e-8 and balance_error < 1e-8
assert abs(v0) < 1e-10 * hop_speed
print(f"zero force: largest relative error against Boltzmann {boltz_error:.1e}")
print(f"zero force: largest relative link imbalance {balance_error:.1e}")
print(f"zero force: |v| / mean absolute hop speed {abs(v0)/hop_speed:.1e}")

# One-way links from a nearest-neighbour count give a false current
NEAREST = 12
order = np.lexsort((dist, src))
start = np.searchsorted(src, np.arange(N))
rank = np.arange(len(src)) - start[src[order]]
pick = order[rank < NEAREST]
s1, d1, w1 = src[pick], dst[pick], w0[pick]
one_way_graph = csc_matrix((w1, (s1, d1)), shape=(N, N))
assert connected_components(one_way_graph, connection="strong")[0] == 1
pairs = set(zip(s1.tolist(), d1.tolist()))
one_way = sum((j, i) not in pairs for i, j in pairs)
p1 = stationary(s1, d1, w1, int(np.argmin(energy)))
v_false = np.sum(p1[s1] * w1 * dx[pick])
false_ratio = abs(v_false) / np.sum(p1[s1] * w1 * np.abs(dx[pick]))
assert one_way > 0 and false_ratio > 1e-7
print(f"{NEAREST}-nearest list: one-way links {one_way} of {len(pick)}")
print(f"{NEAREST}-nearest list, zero force: false v {v_false:.3e} angstrom/s")
print(f"{NEAREST}-nearest list: |false v| / hop speed {false_ratio:.1e}")

# Driven state at the main working force
FORCE = 0.010
w, p, v = solve(energy, links, FORCE)
assert p.min() > 0.0
gen = generator(src, dst, w)
residual = np.max(np.abs(gen @ p)) / np.max(np.abs(gen.diagonal()) * p)
values, vectors = eig(gen.toarray() / NU)
by_size = np.argsort(np.abs(values))
null = np.real(vectors[:, by_size[0]] / vectors[:, by_size[0]].sum())
dense_error = np.sum(np.abs(null - p))
gap = NU * np.min(-values[by_size[1:]].real)
assert residual < 1e-10 and dense_error < 1e-7 and gap > 0.0
print(f"main force {FORCE:.3f} eV/angstrom = {100*FORCE:.1f} MV/cm")
print(f"full-equation relative residual {residual:.1e}")
print(f"summed difference from dense null vector {dense_error:.1e}")
print(f"slowest relaxation rate {gap:.3e} 1/s")

# Cycle rule: one cycle through the cell, one that closes inside it
rate = csc_matrix((w, (src, dst)), shape=(N, N))


def cycle_sum(sites):
    nxt = sites[1:] + sites[:1]
    return sum(np.log(rate[i, j] / rate[j, i]) for i, j in zip(sites, nxt))


through = cycle_sum([i * SIDE**2 for i in range(SIDE)])
closed = cycle_sum([0, SIDE**2, SIDE**2 + SIDE, SIDE])
assert abs(through - FORCE * L / T) < 1e-9 and abs(closed) < 1e-9
print(f"log rate ratio, winding cycle {through:.5f}; f L/T {FORCE*L/T:.5f}")
print(f"log rate ratio, non-winding cycle {abs(closed):.1e}")

# Flux through planes, and energy balance
planes = np.array([3.0, 17.0, 36.0, 55.0, 71.0])
flux = []
for plane in planes:
    begin = pos[src, 0] - plane
    crossing = np.floor((begin + dx) / L) - np.floor(begin / L)
    flux.append(np.sum(p[src] * w * crossing))
flux = np.array(flux)
plane_error = np.max(np.abs(flux * L / v - 1.0))
forward, back, driven_imbalance = imbalance(p, w)
heat = 0.5 * T * np.sum((forward - back) * np.log(forward / back))
assert plane_error < 1e-8 and abs(heat / (FORCE * v) - 1.0) < 1e-8
print(f"v/L {v/L:.5e} 1/s; largest relative plane-flux error {plane_error:.1e}")
print(f"dissipation from links {heat:.5e} eV/s; f v {FORCE*v:.5e} eV/s")
print(f"largest relative link imbalance when driven {driven_imbalance:.3f}")

# Diffusion constant at zero force against the small-force slope
ref = int(np.argmin(energy))
keep = np.delete(np.arange(N), ref)
backward = generator(src, dst, w0).T.tocsc()
drift = np.bincount(src, w0 * dx, minlength=N)
chi = np.zeros(N)
chi[keep] = spsolve(backward[keep, :][:, keep].tocsc(), -drift[keep])
D = 0.5 * np.sum(boltz[src] * w0 * (dx + chi[dst] - chi[src]) ** 2)
SMALL = 1.0e-5
slope = (solve(energy, links, SMALL)[2] - solve(energy, links, -SMALL)[2])
slope /= 2.0 * SMALL
assert abs(slope * T / D - 1.0) < 1e-3  # finite force step leaves a remainder
print(f"diffusion constant D {D:.5e} angstrom^2/s")
print(f"D/T {D/T:.5e}, slope v/f {slope:.5e} angstrom^2/(eV s)")

# Kinetic Monte Carlo with the same rates, started from uniform occupation
WALKERS, BURN, HOPS = 2000, 1500, 6000
print(f"KMC: {WALKERS} walkers, {BURN} burn-in hops, {HOPS} counted hops each")
for k, force in enumerate([0.0, 0.002, 0.005, FORCE]):
    wf, pf, vf = solve(energy, links, force)
    ef = np.sum(pf * energy)
    (vk, dv), (ek, de) = monte_carlo(
        energy, links, wf, 100 + k, WALKERS, BURN, HOPS)
    assert abs(vk - vf) < 4.0 * dv and abs(ek - ef) < 4.0 * de
    assert force == 0.0 or dv < 0.03 * vf
    vm = 0.0 if force == 0.0 else vf
    print(f"f {force:.3f} eV/angstrom: v master {vm:.4e} angstrom/s")
    print(f"   v KMC {vk:.4e} +- {dv:.1e} angstrom/s, "
          f"deviation {(vk-vf)/dv:+.2f} s.e.")
    print(f"   mean site energy: master {ef:.5f}, KMC {ek:.5f} +- {de:.5f} eV")
    if force > 0.0:
        print(f"   v / (f D/T) {vf/(force*D/T):.4f}")

# Cutoff and disorder-sample effects at the main force
v_wide = solve(energy, make_links(pos, WIDE_CUTOFF), FORCE)[2]
assert abs(v_wide / v - 1.0) < 0.10
print(f"cutoff {WIDE_CUTOFF:.0f} angstrom changes v by {100*(v_wide/v-1):+.2f} %")
speeds = []
for seed in range(21, 29):
    pos_s, energy_s = make_sample(seed)
    speeds.append(solve(energy_s, make_links(pos_s, CUTOFF), FORCE)[2])
speeds = np.array(speeds)
assert speeds.min() > 0.0
print(f"{len(speeds)} other samples: mean v {speeds.mean():.3e} angstrom/s, "
      f"standard deviation {speeds.std(ddof=1):.1e}")

# Leakage current density for independent carriers
occupation = DENSITY * L**3 * max(p.max(), p0.max())
assert occupation < 1e-3
particle_current = DENSITY * v
ampere_cm2 = particle_current * constants.e * 1.0e16
print(f"carrier density {DENSITY:.1e} 1/angstrom^3")
print(f"largest site occupation {occupation:.1e}")
print(f"particle current density {particle_current:.4e} 1/(angstrom^2 s)")
print(f"leakage current density {ampere_cm2:.4e} A/cm^2")
print("verified")
```

Printed output:

```
sites 512, cell length 80 angstrom, jitter +-1.0 angstrom
disorder 0.08 eV, decay length 3.0 angstrom
attempt rate 1.0e+13 1/s, temperature 400 K
thermal energy 0.03447 eV, link cutoff 19 angstrom
directed links 13568, mean per site 26.50
lowest, highest site energy -0.2302, 0.2427 eV
zero force: largest relative error against Boltzmann 1.1e-14
zero force: largest relative link imbalance 6.0e-15
zero force: |v| / mean absolute hop speed 5.3e-17
12-nearest list: one-way links 400 of 6144
12-nearest list, zero force: false v -6.338e+07 angstrom/s
12-nearest list: |false v| / hop speed 1.2e-03
main force 0.010 eV/angstrom = 1.0 MV/cm
full-equation relative residual 5.5e-16
summed difference from dense null vector 9.8e-15
slowest relaxation rate 5.921e+08 1/s
log rate ratio, winding cycle 23.20904; f L/T 23.20904
log rate ratio, non-winding cycle 1.6e-15
v/L 7.55005e+08 1/s; largest relative plane-flux error 3.3e-16
dissipation from links 6.04004e+08 eV/s; f v 6.04004e+08 eV/s
largest relative link imbalance when driven 0.999
diffusion constant D 1.18751e+11 angstrom^2/s
D/T 3.44513e+12, slope v/f 3.44514e+12 angstrom^2/(eV s)
KMC: 2000 walkers, 1500 burn-in hops, 6000 counted hops each
f 0.000 eV/angstrom: v master 0.0000e+00 angstrom/s
   v KMC -1.1513e+07 +- 1.6e+07 angstrom/s, deviation -0.72 s.e.
   mean site energy: master -0.15739, KMC -0.15734 +- 0.00012 eV
f 0.002 eV/angstrom: v master 7.2218e+09 angstrom/s
   v KMC 7.2171e+09 +- 2.3e+07 angstrom/s, deviation -0.21 s.e.
   mean site energy: master -0.15599, KMC -0.15593 +- 0.00012 eV
   v / (f D/T) 1.0481
f 0.005 eV/angstrom: v master 2.1304e+10 angstrom/s
   v KMC 2.1357e+10 +- 4.2e+07 angstrom/s, deviation +1.25 s.e.
   mean site energy: master -0.14667, KMC -0.14654 +- 0.00012 eV
   v / (f D/T) 1.2368
f 0.010 eV/angstrom: v master 6.0400e+10 angstrom/s
   v KMC 6.0313e+10 +- 7.6e+07 angstrom/s, deviation -1.15 s.e.
   mean site energy: master -0.11865, KMC -0.11873 +- 0.00011 eV
   v / (f D/T) 1.7532
cutoff 26 angstrom changes v by +1.49 %
8 other samples: mean v 6.092e+10 angstrom/s, standard deviation 1.2e+10
carrier density 1.0e-13 1/angstrom^3
largest site occupation 7.0e-09
particle current density 6.0400e-03 1/(angstrom^2 s)
leakage current density 9.6772e-06 A/cm^2
verified
```
